# The dimer method for locating a defect-migration saddle: verification in Python

```python
"""Dimer search for a vacancy-migration saddle in a model of copper.

Result under test: with N the lowest-curvature unit vector, the field
    F_dag = F - 2 (F.N) N
is attracted to first-order saddles only, and it finds the saddle of a
vacancy hop from local forces, without being given the final state.
R: positions (nm), F: forces (eV/nm), H: Hessian (eV/nm^2), C = N.H.N.
Energy: Gupta second-moment model, pair repulsion A exp(-p x) and band
term -sqrt(sum xi^2 exp(-2 q x)), x = r/R0 - 1, smoothly cut off.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import root
from scipy.special import expit

A0 = 0.36              # lattice constant, nm (rough, copper)
E_COH = 3.5            # cohesive energy, eV (rough, copper)
P_REP, Q_BAND = 11.0, 2.3
MASS_U = 63.5          # atomic mass, u (rough, copper)
TEMP = 600.0           # anneal temperature, K
R0 = A0 / np.sqrt(2)
R_ON, R_OFF = 0.45, 0.50
DELTA = 2e-4           # dimer half-length, nm
STEP = 0.01            # largest step, nm
K0 = 2000.0            # first guess of stiffness, eV/nm^2
norm = np.linalg.norm

# ---------- two-dimensional model: stability of the modified field ----------


def model_force(z):
    x, y = z
    gx = np.sin(x) + 0.2*np.cos(x)*np.sin(y) + 0.15*np.cos(x)*(1-np.cos(y))
    gy = 0.6*np.sin(y) + 0.2*np.sin(x)*np.cos(y) + 0.15*np.sin(x)*np.sin(y)
    return -np.array([gx, gy])


def model_hessian(z):
    x, y = z
    sx, cx, sy, cy = np.sin(x), np.cos(x), np.sin(y), np.cos(y)
    hxx = cx - 0.2*sx*sy - 0.15*sx*(1-cy)
    hyy = 0.6*cy - 0.2*sx*sy + 0.15*sx*cy
    hxy = 0.2*cx*cy + 0.15*cx*sy
    return np.array([[hxx, hxy], [hxy, hyy]])


def model_reversed(z):
    n = np.linalg.eigh(model_hessian(z))[1][:, 0]
    f = model_force(z)
    return f - 2*(f @ n)*n


def jacobian(field, z, h=1e-5):
    cols = [(field(z + h*e) - field(z - h*e))/(2*h) for e in np.eye(2)]
    return np.array(cols).T


print("2D model, dimensionless: Hessian eigenvalues | field Jacobian")
guesses = [(0.0, 0.0), (np.pi, 0.0), (np.pi, np.pi)]
for index, (name, guess) in enumerate(zip(("min", "saddle", "max"), guesses)):
    z = root(model_force, guess, tol=1e-13).x
    assert norm(model_force(z)) < 1e-9
    assert np.allclose(-jacobian(model_force, z), model_hessian(z), atol=1e-7)
    lam = np.linalg.eigvalsh(model_hessian(z))
    assert np.sum(lam < 0) == index
    jac = np.sort(np.linalg.eigvals(jacobian(model_reversed, z)).real)
    assert np.allclose(jac, np.sort([lam[0], -lam[1]]), atol=1e-5)
    assert (jac.max() < 0) == (index == 1)
    print(f"  {name:6s} {lam[0]:8.4f} {lam[1]:8.4f} | "
          f"{jac[0]:8.4f} {jac[1]:8.4f}")

z = np.array([1.0, 0.7])
jac = jacobian(model_reversed, z)
curl = jac[1, 0] - jac[0, 1]
assert abs(curl) > 1e-3
n = np.array([0.6, 0.8])
c_len = [-(model_force(z + d*n) - model_force(z - d*n)) @ n/(2*d)
         for d in (0.2, 0.1, 0.05)]
ratio = (c_len[0] - c_len[1])/(c_len[1] - c_len[2])
assert abs(ratio - 4) < 0.2
print(f"2D curl of reversed field at (1.0, 0.7): {curl:.4f}")
print(f"2D curvature-error ratio on halving dimer: {ratio:.3f}")

# ---------- copper model ----------


def switch(r):
    width = R_OFF - R_ON
    t = np.clip((r - R_ON)/width, 0, 1)
    return 1 - t**3*(10 - 15*t + 6*t*t), -30*t*t*(1 - t)**2/width


def lattice(ncell, a):
    base = np.array([[0, 0, 0], [.5, .5, 0], [.5, 0, .5], [0, .5, .5]])
    cells = np.indices((ncell,)*3).reshape(3, -1).T
    return (cells[:, None, :] + base[None]).reshape(-1, 3)*a


def fit_prefactors(p, q):
    """A and xi from cohesive energy and zero pressure at A0."""
    vectors = lattice(5, 1.0) - 2.0
    lengths = norm(vectors, axis=1)
    lengths = lengths[lengths > 0.1]

    def sums(a):
        r = lengths*a
        w = switch(r)[0]
        x = r/R0 - 1
        return np.array([np.sum(w*np.exp(-p*x)),
                         -np.sqrt(np.sum(w*np.exp(-2*q*x)))])
    h = 1e-6
    slope = (sums(A0 + h) - sums(A0 - h))/(2*h)
    amp, xi = np.linalg.solve([sums(A0), slope], [-E_COH, 0.0])
    return amp, xi, p, q


pair_cache = {}
calls = {"force": 0}


def energy_force(R, box, par):
    amp, xi, p, q = par
    n = len(R)
    if n not in pair_cache:
        pair_cache[n] = np.triu_indices(n, 1)
    i, j = pair_cache[n]
    calls["force"] += 1
    D = R[i] - R[j]
    D -= box*np.rint(D/box)
    r = np.sqrt(np.einsum("ij,ij->i", D, D))
    near = r < R_OFF
    i, j, D, r = i[near], j[near], D[near], r[near]
    w, dw = switch(r)
    x = r/R0 - 1
    rep, band = amp*np.exp(-p*x), xi**2*np.exp(-2*q*x)
    rho = np.bincount(i, band*w, n) + np.bincount(j, band*w, n)
    energy = 2*np.sum(rep*w) - np.sum(np.sqrt(rho))
    inv = 1/np.sqrt(rho)
    slope = (2*rep*(dw - p/R0*w)
             - 0.5*band*(dw - 2*q/R0*w)*(inv[i] + inv[j]))
    G = (slope/r)[:, None]*D
    F = np.stack([np.bincount(j, G[:, k], n) - np.bincount(i, G[:, k], n)
                  for k in range(3)], axis=1)
    return energy, F


def follow(R, field, tol=1e-3, max_steps=400):
    """Quasi-Newton steps on a force field; no energy is consulted."""
    hist = []
    f, convex = field(R)
    for k in range(max_steps):
        if not convex and np.abs(f).max() < tol:
            return R, k, True
        if convex:
            hist = []
            d = f*(STEP/(norm(f) + 1e-30))
        else:
            d, coef = f.copy(), []
            for s, y in reversed(hist):
                c = np.vdot(s, d)/np.vdot(s, y)
                d -= c*y
                coef.append(c)
            if hist:
                s, y = hist[-1]
                d *= np.vdot(s, y)/np.vdot(y, y)
            else:
                d /= K0
            for (s, y), c in zip(hist, reversed(coef)):
                d += s*(c - np.vdot(y, d)/np.vdot(s, y))
            if np.vdot(d, f) <= 0:
                hist, d = [], f/K0
            d = d*min(1.0, STEP/np.abs(d).max())
        new_f, new_convex = field(R + d)
        y = f - new_f
        if not (convex or new_convex) and np.vdot(d, y) > 10*np.vdot(d, d):
            hist = (hist + [(d, y)])[-12:]
        R, f, convex = R + d, new_f, new_convex
    return R, max_steps, False


def hessian_times(R, v, force):
    return -(force(R + DELTA*v) - force(R - DELTA*v))/(2*DELTA)


def rotate_dimer(R, N, force, tol=2.0, max_rot=12):
    """Turn N to the lowest curvature, uniform translations removed."""
    N = N - N.mean(axis=0)
    N = N/norm(N)
    HN = hessian_times(R, N, force)
    P = HP = None
    for _ in range(max_rot):
        T = HN - np.vdot(N, HN)*N
        if norm(T) < tol:
            break
        T = T/norm(T)
        T = T - np.vdot(N, T)*N
        T = T/norm(T)
        basis, images = [N, T], [HN, hessian_times(R, T, force)]
        if P is not None:
            Q, HQ = P, HP
            for b, hb in zip(basis, images):
                c = np.vdot(b, Q)
                Q, HQ = Q - c*b, HQ - c*hb
            size = norm(Q)
            if size > 1e-5:
                basis.append(Q/size)
                images.append(HQ/size)
        K = np.array([[np.vdot(b, h) for h in images] for b in basis])
        c = np.linalg.eigh((K + K.T)/2)[1][:, 0]
        P = sum(ck*b for ck, b in zip(c[1:], basis[1:]))
        HP = sum(ck*h for ck, h in zip(c[1:], images[1:]))
        N, HN = c[0]*N + P, c[0]*HN + HP
        size = norm(P)
        if size > 1e-12:
            P, HP = P/size, HP/size
        else:
            P = None
        HN, N = HN/norm(N), N/norm(N)
    return N, np.vdot(N, HN)


def dimer_search(R, N, force, max_steps):
    state = {"N": N, "rot": 40, "C": None}

    def field(X):
        N, C = rotate_dimer(X, state["N"], force, max_rot=state["rot"])
        if state["C"] is None:
            state["C_start"] = C
        state.update(N=N, C=C, rot=12)
        F = force(X)
        along = np.vdot(F, N)*N
        return (F - 2*along, False) if C < 0 else (-along, True)
    R, steps, done = follow(R, field, max_steps=max_steps)
    return R, steps, done, state


def full_hessian(R, force, h=1e-4):
    size = R.size
    H = np.empty((size, size))
    for k in range(size):
        e = np.zeros(size)
        e[k] = h
        e = e.reshape(R.shape)
        H[k] = -(force(R + e) - force(R - e)).ravel()/(2*h)
    return (H + H.T)/2


def symmetric_barrier(ncell, a, par):
    """Reference that knows both end states: relax under the mirror."""
    box = ncell*a
    R = lattice(ncell, a)[1:]

    def force(X):
        return energy_force(X, box, par)[1]
    low, _, ok1 = follow(R, lambda X: (force(X), False))
    mid = R.copy()
    mid[0] = [a/4, a/4, 0]
    image = np.stack([a/2 - mid[:, 1], a/2 - mid[:, 0], mid[:, 2]], axis=1)
    D = image[:, None] - mid[None]
    D -= box*np.rint(D/box)
    dist = norm(D, axis=2)
    partner = dist.argmin(axis=1)
    assert dist.min(axis=1).max() < 1e-9

    def mirrored(X):
        F = force(X)
        G = F[partner]
        G = np.stack([-G[:, 1], -G[:, 0], G[:, 2]], axis=1)
        return (F + G)/2, False
    top, _, ok2 = follow(mid, mirrored)
    assert ok1 and ok2 and np.abs(force(top)).max() < 2e-3
    gap = energy_force(top, box, par)[0] - energy_force(low, box, par)[0]
    return gap, low


par = fit_prefactors(P_REP, Q_BAND)
NCELL = 3
BOX = NCELL*A0
sites = lattice(NCELL, A0)


def force(X):
    return energy_force(X, BOX, par)[1]


def energy(X):
    return energy_force(X, BOX, par)[0]


def bulk_energy(a):
    return energy_force(lattice(NCELL, a), NCELL*a, par)[0]/len(sites)


assert abs(bulk_energy(A0) + E_COH) < 1e-8
h = 1e-4*A0
assert abs(bulk_energy(A0 + h) - bulk_energy(A0 - h))/(2*h) < 1e-3
h = 1e-3*A0
second = (bulk_energy(A0+h) + bulk_energy(A0-h) - 2*bulk_energy(A0))/h**2
bulk_gpa = 4*second/(9*A0)*const.e*1e18
print(f"Inputs: a = {A0} nm, E_coh = {E_COH} eV, p = {P_REP}, q = {Q_BAND}")
print(f"Inputs: mass = {MASS_U} u, T = {TEMP:.0f} K, cutoff {R_ON}-{R_OFF} nm")
print(f"Fitted A = {par[0]:.5f} eV, xi = {par[1]:.5f} eV")
print(f"Bulk modulus of the model: {bulk_gpa:.1f} GPa")

reference, R_min = symmetric_barrier(NCELL, A0, par)
E_min = energy(R_min)

# ---------- start: one kicked neighbour of the vacancy ----------
tilt = np.radians(20)
aim = np.array([-np.cos(tilt)/np.sqrt(2), -np.cos(tilt)/np.sqrt(2),
                np.sin(tilt)])
noise = np.random.default_rng(7).normal(size=R_min.shape)*0.002


def kicked(length):
    R = R_min + noise
    R[0] += length*aim
    return R


KICK = 0.09
start = kicked(KICK)
F_start = force(start)
probe = np.random.default_rng(3).normal(size=start.shape)
probe /= norm(probe)
fd = -(energy(start + 1e-4*probe) - energy(start - 1e-4*probe))/2e-4
assert abs(fd - np.vdot(F_start, probe)) < 1e-3*(1 + abs(fd))

# best rotation angle against a scan that uses energies only
N = np.zeros_like(start)
N[0] = aim
N -= N.mean(axis=0)
N /= norm(N)
HN = hessian_times(start, N, force)
T = HN - np.vdot(N, HN)*N
T /= norm(T)
HT = hessian_times(start, T, force)
a_, b_, c_ = np.vdot(N, HN), np.vdot(N, HT), np.vdot(T, HT)
angles = np.radians(np.arange(180))
formula = ((a_ + c_)/2 + (a_ - c_)/2*np.cos(2*angles)
           + b_*np.sin(2*angles))
E_here = energy(start)
scan = []
for t in angles:
    v = DELTA*(np.cos(t)*N + np.sin(t)*T)
    scan.append((energy(start+v) + energy(start-v) - 2*E_here)/DELTA**2)
scan = np.array(scan)
assert np.abs(scan - formula).max() < 0.01*np.ptp(scan)
best = (np.degrees(0.5*np.arctan2(2*b_, a_ - c_)) + 90) % 180
miss = abs(best - np.degrees(angles[scan.argmin()]))
assert min(miss, 180 - miss) < 1.0
print(f"Start: kick {KICK} nm, 20 deg off axis, shake 0.002 nm rms/axis")
print(f"Start energy above minimum: {E_here - E_min:.4f} eV")
print(f"First plane: a, b, c = {a_:.1f}, {b_:.1f}, {c_:.1f} eV/nm^2")
print(f"First plane: best angle {best:.2f} deg, "
      f"lowest scanned C {scan.min():.1f} eV/nm^2")

# ordinary relaxation from the same start falls back
back, _, ok = follow(start, lambda X: (force(X), False))
assert ok and abs(energy(back) - E_min) < 1e-5
print(f"Ordinary relaxation ends at {abs(energy(back)-E_min):.1e} eV from min")

# ---------- the dimer search ----------
calls["force"] = 0
saddle, steps, done, state = dimer_search(start, start - R_min, force, 300)
used = calls["force"]
assert done, "dimer search did not converge"
barrier = energy(saddle) - E_min
H_sad = full_hessian(saddle, force)
lam_sad, vec = np.linalg.eigh(H_sad)
lam_min = np.linalg.eigvalsh(full_hessian(R_min, force))
assert np.sum(lam_sad < -1) == 1 and np.sum(lam_min < -1) == 0
assert np.sum(np.abs(lam_sad) < 1) == 3 and np.sum(np.abs(lam_min) < 1) == 3
N, C = rotate_dimer(saddle, state["N"], force, tol=0.05, max_rot=60)
overlap = abs(np.vdot(N.ravel(), vec[:, 0]))
assert abs(C - lam_sad[0]) < 0.5 and overlap > 0.999
assert abs(barrier - reference) < 1e-5
print(f"Dimer: {steps} steps, {used} force calls, "
      f"first C = {state['C_start']:.1f} eV/nm^2")
print(f"Largest force component at saddle: {np.abs(force(saddle)).max():.1e}"
      " eV/nm")
print(f"Barrier, dimer: {barrier:.6f} eV")
print(f"Barrier, mirror-symmetric reference: {reference:.6f} eV")
print(f"Lowest curvature: dimer {C:.2f}, Hessian {lam_sad[0]:.2f} eV/nm^2")
print(f"Next nonzero Hessian eigenvalue: {lam_sad[lam_sad > 1][0]:.2f} eV/nm^2")
print(f"Mode overlap {overlap:.6f}; hopping-atom weight {np.sum(N[0]**2):.3f}")


def empty_site(R):
    D = R[:, None] - sites[None]
    D -= BOX*np.rint(D/BOX)
    full = set(norm(D, axis=2).argmin(axis=1).tolist())
    empty = set(range(len(sites))) - full
    assert len(empty) == 1
    return empty.pop()


ends = []
for sign in (1, -1):
    R, _, ok = follow(saddle + sign*0.04*N, lambda X: (force(X), False))
    assert ok and abs(energy(R) - E_min) < 1e-5
    ends.append(empty_site(R))
assert 0 in ends and ends[0] != ends[1]
hop = sites[ends[0]] - sites[ends[1]]
hop -= BOX*np.rint(hop/BOX)
assert abs(norm(hop) - A0/np.sqrt(2)) < 1e-9
print(f"Vacancy displacement found by relaxing both sides: {norm(hop):.4f} nm")
D = saddle[1:] - saddle[0]
D -= BOX*np.rint(D/BOX)
gate = np.sort(norm(D, axis=1))[:4]
print(f"Four nearest atoms at saddle: mean {gate.mean():.4f} nm "
      f"(bulk {R0:.4f} nm)")

print("Smaller kicks, at most 150 steps:")
for length in (0.03, 0.06):
    R = kicked(length)
    R, k, ok, other = dimer_search(R, R - R_min, force, 150)
    text = "not converged"
    if ok:
        neg = np.sum(np.linalg.eigvalsh(full_hessian(R, force)) < -1)
        text = f"converged, {neg} negative mode(s)"
    print(f"  kick {length} nm: first C {other['C_start']:.1f} eV/nm^2, "
          f"{k} steps, {text}, E-Emin {energy(R)-E_min:.4f} eV")

# ---------- size of what the example neglects ----------
kT = const.k*TEMP/const.e
print(f"kT = {kT:.5f} eV; barrier changes and rate factors exp(-dE/kT):")
cases = [("255-atom cell", 4, A0, par), ("499-atom cell", 5, A0, par),
         ("lattice +1%", 3, 1.01*A0, par),
         ("p = 10", 3, A0, fit_prefactors(10.0, Q_BAND)),
         ("q = 2.5", 3, A0, fit_prefactors(P_REP, 2.5))]
for name, ncell, a, values in cases:
    change = symmetric_barrier(ncell, a, values)[0] - reference
    print(f"  {name:14s} dE = {change:+.5f} eV, factor "
          f"{np.exp(-change/kT):.4f}")


def quantum(lam):
    """hbar*omega in eV for a stiffness in eV/nm^2."""
    omega = np.sqrt(lam*const.e*1e18/(MASS_U*const.atomic_mass))
    return const.hbar*omega/const.e


zero_point = 0.5*(quantum(lam_sad[lam_sad > 1]).sum()
                  - quantum(lam_min[lam_min > 1]).sum())
hw = quantum(-lam_sad[0])
y = hw/(2*kT)
tunnel = quad(lambda u: np.exp(-u)*expit(np.pi*u/y), -5, 40,
              points=[-0.5, 0, 0.5], limit=400)[0]
assert abs(tunnel - y/np.sin(y)) < 1e-6
crossover = hw*const.e/(2*np.pi*const.k)
print(f"Zero-point change of barrier: {zero_point:+.5f} eV")
print(f"Unstable mode: hbar*omega = {1000*hw:.3f} meV")
print(f"Tunnelling factor at {TEMP:.0f} K: {tunnel:.5f}")
print(f"Tunnelling crossover temperature: {crossover:.1f} K")
print("all good")
```

Output:

```
2D model, dimensionless: Hessian eigenvalues | field Jacobian
  min      0.5172   1.0828 |  -1.0828   0.5172
  saddle  -1.0246   0.6246 |  -1.0246  -0.6246
  max     -1.1159  -0.5818 |  -1.1159   0.5818
2D curl of reversed field at (1.0, 0.7): -0.1543
2D curvature-error ratio on halving dimer: 3.991
Inputs: a = 0.36 nm, E_coh = 3.5 eV, p = 11.0, q = 2.3
Inputs: mass = 63.5 u, T = 600 K, cutoff 0.45-0.5 nm
Fitted A = 0.08340 eV, xi = 1.21668 eV
Bulk modulus of the model: 142.6 GPa
Start: kick 0.09 nm, 20 deg off axis, shake 0.002 nm rms/axis
Start energy above minimum: 2.8311 eV
First plane: a, b, c = 759.7, 3000.3, 5921.1 eV/nm^2
First plane: best angle 155.35 deg, lowest scanned C -616.8 eV/nm^2
Ordinary relaxation ends at 4.5e-09 eV from min
Dimer: 21 steps, 180 force calls, first C = -854.0 eV/nm^2
Largest force component at saddle: 9.5e-04 eV/nm
Barrier, dimer: 0.738715 eV
Barrier, mirror-symmetric reference: 0.738715 eV
Lowest curvature: dimer -145.82, Hessian -145.82 eV/nm^2
Next nonzero Hessian eigenvalue: 105.79 eV/nm^2
Mode overlap 1.000000; hopping-atom weight 0.962
Vacancy displacement found by relaxing both sides: 0.2546 nm
Four nearest atoms at saddle: mean 0.2361 nm (bulk 0.2546 nm)
Smaller kicks, at most 150 steps:
  kick 0.03 nm: first C 61.0 eV/nm^2, 24 steps, converged, 1 negative mode(s), E-Emin 0.7387 eV
  kick 0.06 nm: first C -242.8 eV/nm^2, 22 steps, converged, 1 negative mode(s), E-Emin 0.7387 eV
kT = 0.05170 eV; barrier changes and rate factors exp(-dE/kT):
  255-atom cell  dE = -0.00062 eV, factor 1.0121
  499-atom cell  dE = -0.00091 eV, factor 1.0178
  lattice +1%    dE = -0.03844 eV, factor 2.1033
  p = 10         dE = -0.10148 eV, factor 7.1187
  q = 2.5        dE = +0.02888 eV, factor 0.5720
Zero-point change of barrier: +0.00090 eV
Unstable mode: hbar*omega = 9.798 meV
Tunnelling factor at 600 K: 1.00150
Tunnelling crossover temperature: 18.1 K
all good
```
